# Porod's law for the pore surface of a low-k film

**Q.** You claim that X-rays can measure the internal surface of a porous dielectric film. The beam is far wider than a pore, and nobody knows where the pores are. What is the measured quantity, and how can an area be in it?

**A.** The measured quantity is the coherent differential cross-section per unit volume and solid angle, with the polarization factor divided out. Let \(\rho(\mathbf r)\) be the scattering-length density, which for X-rays is the classical electron radius times the electron density. Let \(\delta\rho\) be its deviation from the mean; subtracting the mean affects the forward beam alone when the volume \(V\) is large. For single scattering

\[
I(\mathbf q)=\frac1V\left|\int_V\delta\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r\right|^2,\qquad q=\frac{4\pi}{\lambda}\sin\frac{\theta}{2},
\]

where \(\theta\) is the full scattering angle. Write the square as a double integral over \(\mathbf x\) and \(\mathbf x'=\mathbf x+\mathbf r\), and collect the integral over \(\mathbf x\):

\[
I(\mathbf q)=\int\Gamma(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r,\qquad
\Gamma(\mathbf r)=\frac1V\int\delta\rho(\mathbf x)\,\delta\rho(\mathbf x+\mathbf r)\,d^3x .
\]

The absolute positions of the pores have dropped out; only separations matter. What remains, in a large volume, is a statistical question about pairs of points.

**Q.** It still depends on the direction of \(\mathbf q\).

**A.** For one fixed sample it does, even if the material is isotropic. The exact \(I(\mathbf q)\) is speckled, and a larger volume makes the speckles finer, not weaker. A detector pixel and a beam of limited coherence average over many speckles, and after that an isotropic material shows no dependence on direction. For any other material, average over directions of \(\mathbf q\) as well. With \(u\) the cosine of the angle between \(\mathbf q\) and \(\mathbf r\),

\[
\langle e^{-i\mathbf q\cdot\mathbf r}\rangle=\frac12\int_{-1}^{1}e^{-iqru}\,du=\frac{\sin qr}{qr}.
\]

Let \(\Gamma(r)\) now mean the average of \(\Gamma(\mathbf r)\) over directions of \(\mathbf r\). Then

\[
I(q)=\int_0^\infty4\pi r^2\,\Gamma(r)\frac{\sin qr}{qr}\,dr=\frac{4\pi}{q}\int_0^\infty r\,\Gamma(r)\sin(qr)\,dr. \tag{1}
\]

**Q.** I see a correlation function, but no surface.

**A.** Use the fact that there are two phases. The solid has density \(\Delta\rho\), the empty pores have zero, and the porosity is \(\phi\). For two points a distance \(r\) apart, with deviations \(\delta\rho\) and \(\delta\rho'\),

\[
\delta\rho\,\delta\rho'=\tfrac12\left(\delta\rho^2+\delta\rho'^2\right)-\tfrac12(\delta\rho-\delta\rho')^2 .
\]

The mean density is \((1-\phi)\Delta\rho\), so the variance is \((1-\phi)\Delta\rho^2-(1-\phi)^2\Delta\rho^2=\phi(1-\phi)\Delta\rho^2\). The last bracket equals \(\Delta\rho^2\) if the points lie in different phases and zero otherwise. If \(P(r)\) is the probability of different phases,

\[
\Gamma(r)=\Delta\rho^2\left[\phi(1-\phi)-\tfrac12P(r)\right]. \tag{2}
\]

Now throw a short stick of length \(r\) into the material at random. Its ends lie in different phases when it crosses the interface an odd number of times. For a fixed direction, the sticks that cross a surface element \(dS\) start inside a slanted cylinder with base \(dS\) and slant length \(r\). Its volume is \(r|\cos\alpha|\,dS\), where \(\alpha\) is the angle between stick and surface normal. Over random directions \(\langle|\cos\alpha|\rangle=\int_0^1u\,du=\tfrac12\). Summing over the surface and dividing by \(V\) gives a mean number of crossings \(Sr/2V\).

**Q.** A stick may cross twice, and then both ends are in the same phase.

**A.** Yes, near an edge or on a strongly curved patch. To cross twice near an edge, the stick must start within a distance of order \(r\) of it, in a tube whose volume is of order \(r^2\) times the edge length. On a smooth patch such sticks are rarer still. So for a piecewise smooth interface

\[
P(r)=\frac{Sr}{2V}+O(r^2),\qquad \Gamma'(0)=-\frac{\Delta\rho^2}{4}\frac SV. \tag{3}
\]

The area is the initial slope of the correlation function.

I tested this on an explicit periodic box, 30 nm on edge, holding 1501 overlapping spherical pores. Sampling the exposed sphere surfaces gave \(S/V=0.562\ \mathrm{nm^{-1}}\). Counting sticks 0.06 nm long in the same box gave 0.558, lower by 0.6 %, which is within the counting noise of about 0.8 %.

**Q.** How does a slope at \(r=0\) become a power of \(q\)?

**A.** By integrating (1) by parts. Put \(f=r\Gamma\). Then

\[
f'=\Gamma+r\Gamma',\qquad f''=2\Gamma'+r\Gamma'',
\]

so \(f(0)=0\) and \(f''(0)=2\Gamma'(0)\). Assume that \(f\), \(f'\) and \(f''\) are continuous for \(r>0\) and vanish at large \(r\), and that \(f'''\) is integrable. The three steps are

\[
\int_0^\infty f\sin qr\,dr=\frac{f(0)}q+\frac1q\int_0^\infty f'\cos qr\,dr=\frac1q\int_0^\infty f'\cos qr\,dr,
\]

\[
\int_0^\infty f'\cos qr\,dr=-\frac1q\int_0^\infty f''\sin qr\,dr,
\]

\[
\int_0^\infty f''\sin qr\,dr=\frac{f''(0)}q+\frac1q\int_0^\infty f'''\cos qr\,dr .
\]

In the second line the boundary term vanishes because \(\sin0=0\). Together,

\[
\int_0^\infty f\sin qr\,dr=-\frac{f''(0)}{q^3}-\frac1{q^3}\int_0^\infty f'''\cos qr\,dr .
\]

The last integral tends to zero as \(q\to\infty\), by the Riemann–Lebesgue lemma: a fast cosine averages an integrable function away. Inserting this in (1) and using (3),

\[
I(q)\to\frac{4\pi}{q}\left(-\frac{2\Gamma'(0)}{q^3}\right)=-\frac{8\pi\Gamma'(0)}{q^4}
=\frac{2\pi\,\Delta\rho^2}{q^4}\,\frac SV. \tag{4}
\]

This is Porod's law. The two minus signs cancel: correlation falls with distance, and the intensity is positive.

**Q.** You assumed that \(f''\) is continuous. Is that a harmless technicality?

**A.** No. Take widely separated spheres, all of radius \(R\). With \(x=qR\), the amplitude of one sphere is

\[
\Delta\rho\,\frac{4\pi}{q}\int_0^Rr\sin qr\,dr=4\pi\Delta\rho\,\frac{\sin x-x\cos x}{q^3}.
\]

At large \(x\) the term \(x\cos x\) dominates. For \(N\) spheres with total area \(S=4\pi R^2N\),

\[
q^4I\to\frac NV\,16\pi^2\Delta\rho^2R^2\cos^2x
=2\pi\Delta\rho^2\frac SV\,\bigl[1+\cos(2qR)\bigr].
\]

The oscillation does not die out. In terms of \(f\), its second derivative jumps at \(r=2R\), the largest distance inside a sphere, and this jump contributes at the same order as the surface term. Evaluated for \(qR\) between 60 and 120, \(q^4I\) runs from 0.00 to 2.00 times the Porod value, with a smoothed mean of 1.00. So for equal spheres (4) holds for the average over oscillations. A smooth spread of radii removes the jump and restores the limit itself.

**Q.** "Large \(q\)" is vague. Large compared with what?

**A.** Continue the integration by parts. Since \(f'''=3\Gamma''+r\Gamma'''\) and \(f''''=4\Gamma'''+r\Gamma''''\),

\[
-\frac1{q^3}\int_0^\infty f'''\cos qr\,dr=\frac1{q^4}\int_0^\infty f''''\sin qr\,dr\simeq\frac{4\Gamma'''(0)}{q^5},
\]

provided \(f\) is smooth enough. The next term of the intensity is therefore \(16\pi\Gamma'''(0)/q^6\). The value \(\Gamma''(0)\), to which edges contribute, does not appear.

To give it a size we need a definite structure. Let pore space be the union of spheres with independent random centres, \(n\) per volume, and random radii. Two points both lie in solid if no sphere covers either of them. With \(\langle v\rangle\) the mean sphere volume and \(\langle v_{\cap}(r)\rangle\) the mean overlap of two equal spheres a distance \(r\) apart, that probability is \(\exp[-n(2\langle v\rangle-\langle v_\cap\rangle)]\). The solid fraction is \(1-\phi=e^{-n\langle v\rangle}\), so

\[
\frac{\Gamma(r)}{\Delta\rho^2}=(1-\phi)^2\left[e^{h(r)}-1\right],\qquad h(r)=n\langle v_\cap(r)\rangle .
\]

For \(r<2R\), \(v_\cap=\tfrac43\pi R^3-\pi R^2r+\tfrac1{12}\pi r^3\). If very small spheres are rare enough, as in the example below, then

\[
h'(0)=-\pi n\langle R^2\rangle,\qquad h''(0)=0,\qquad h'''(0)=\tfrac{\pi n}{2}.
\]

With \(e^{h(0)}=1/(1-\phi)\), differentiation gives

\[
\frac{\Gamma'(0)}{\Delta\rho^2}=(1-\phi)h'(0),\qquad
\frac{\Gamma'''(0)}{\Delta\rho^2}=(1-\phi)\left[h'(0)^3+h'''(0)\right].
\]

The first, compared with (3), yields

\[
\frac SV=4\pi n\langle R^2\rangle(1-\phi), \tag{5}
\]

which is the total sphere area times the fraction left uncovered by other spheres. The ratio of the next term to the Porod term is

\[
-\frac{2\Gamma'''(0)}{\Gamma'(0)q^2}=\frac1{q^2}\left[\frac1{\langle R^2\rangle}-2\bigl(\pi n\langle R^2\rangle\bigr)^2\right]. \tag{6}
\]

So at moderate porosity \(q\) must be large compared with the inverse pore radius. At high porosity (above about 0.7 for the radii used below) \(n\) is large, the second term takes over, and \(q\) must be large compared with \(\pi n\langle R^2\rangle\).

**Q.** Put in numbers for a film that someone might build.

**A.** Take a methylsilsesquioxane-type low-k film with porosity 0.30, mean sphere radius 1.0 nm, a gamma distribution of radii with 40 % relative spread, and wall density \(1.4\ \mathrm{g/cm^3}\). These are rough typical values. The unit CH₃SiO₁.₅ has 35 electrons and molar mass 67.12 g/mol, so the wall holds 440 electrons per nm³ and

\[
\Delta\rho=(2.818\times10^{-6}\ \mathrm{nm})(439.6\ \mathrm{nm^{-3}})=1.239\times10^{-3}\ \mathrm{nm^{-2}}.
\]

The distribution has \(\langle R^2\rangle=1.160\ \mathrm{nm^2}\) and \(\langle R^3\rangle=1.531\ \mathrm{nm^3}\). Then

\[
n=\frac{-\ln0.70}{\tfrac43\pi(1.531)}=0.0556\ \mathrm{nm^{-3}},
\]

\[
\frac SV=4\pi(0.0556)(1.160)(0.70)=0.567\ \mathrm{nm^{-1}}=567\ \mathrm{m^2/cm^3}.
\]

The Porod constant is

\[
2\pi(1.239\times10^{-3})^2(0.567)=5.47\times10^{-6}\ \mathrm{nm^{-5}} .
\]

At \(q=3\ \mathrm{nm^{-1}}\), division by 81 gives \(6.76\times10^{-8}\ \mathrm{nm^{-1}}\), or \(0.68\ \mathrm{cm^{-1}}\).

Equation (6) gives a coefficient \(0.862-0.082=0.780\ \mathrm{nm^{-2}}\). Transforming \(\Gamma(r)\) numerically at \(q=20\ \mathrm{nm^{-1}}\) gave 0.779, and at \(40\ \mathrm{nm^{-1}}\) the full intensity exceeded the Porod value by 0.05 %. These very large \(q\) test the mathematics of the sharp model; a real wall shows its atoms there.

**Q.** Then look at \(q\) that a real film allows.

**A.** With sharp interfaces and a structureless wall, the model gives:

| \(q\) (nm⁻¹) | full \(I\) (cm⁻¹) | Porod \(I\) (cm⁻¹) | ratio |
|---|---|---|---|
| 0.5 | 41.9 | 876 | 0.05 |
| 1 | 24.0 | 54.7 | 0.44 |
| 2 | 4.20 | 3.42 | 1.23 |
| 3 | 0.772 | 0.676 | 1.14 |
| 5 | 0.090 | 0.088 | 1.03 |

At small \(q\) the power law must fail, because (1) tends to the finite value \(4\pi\int r^2\Gamma\,dr\). At \(q=3\ \mathrm{nm^{-1}}\), equation (6) accounts for 9 of the 14 % excess. The next two powers of \(1/q\) are small and negative there, so the rest is a remnant of the sphere oscillation, not yet fully averaged out by the spread of radii.

**Q.** The result contains \(\Delta\rho^2\) and an absolute intensity. A 5 % error in wall density already costs 10 % in area.

**A.** It does. If the porosity is known, both can be eliminated. Invert the Fourier transform at \(r=0\):

\[
\Gamma(0)=\frac1{(2\pi)^3}\int_0^\infty4\pi q^2I\,dq
\quad\Rightarrow\quad
\int_0^\infty q^2I\,dq=2\pi^2\Delta\rho^2\phi(1-\phi).
\]

Dividing (4) by this cancels the contrast and any constant scale factor in \(I\):

\[
\frac SV=\pi\phi(1-\phi)\,\frac{\lim_{q\to\infty}q^4I}{\int_0^\infty q^2I\,dq}. \tag{7}
\]

For the model film, the integral up to \(40\ \mathrm{nm^{-1}}\) plus a Porod tail gave \(4.145\,\Delta\rho^2\), in agreement with \(2\pi^2(0.30)(0.70)\), and (7) returned \(0.568\ \mathrm{nm^{-1}}\). The price is that data are needed from small \(q\) up to the Porod range, and that (7) holds for two phases with a sharp interface. A flat background must be subtracted first, since \(q^2\) times a constant has no finite integral. A diffuse interface lowers the integral, by 15 % for this film if the interface has a Gaussian width of 0.10 nm, so its effect must be corrected in the integral as well as in the limit.

**Q.** No wall ends at a mathematical surface. What does a diffuse interface do?

**A.** Suppose the sharp profile is smeared by a Gaussian of standard deviation \(\sigma\) along each axis. Smearing is a convolution, so the amplitude is multiplied by \(e^{-q^2\sigma^2/2}\) and the intensity by

\[
e^{-q^2\sigma^2}.
\]

A smeared sphere with \(R=1\) nm, \(\sigma=0.10\) nm and \(q=6\ \mathrm{nm^{-1}}\), transformed numerically, gave the factor 0.698, equal to \(e^{-0.36}\). For the film, the assumed \(\sigma=0.10\) nm removes 9 % of the intensity at \(3\ \mathrm{nm^{-1}}\) and 22 % at \(5\ \mathrm{nm^{-1}}\).

The wall also scatters by itself. As an estimate, treat it as a liquid whose density fluctuations froze at temperature \(T\), with bulk modulus \(B\). The long-wavelength fluctuation formula gives a flat background \((1-\phi)\Delta\rho^2k_BT/B\). With assumed values of 700 K and 5 GPa this is \(0.021\ \mathrm{cm^{-1}}\): 3 % of the Porod intensity at \(3\ \mathrm{nm^{-1}}\), but 24 % at \(5\ \mathrm{nm^{-1}}\).

**Q.** So one errs low and the other high. Could I be fooled by a good-looking plateau?

**A.** In this model, yes. Put finite \(q\), diffuse interface and background together and read the area from \(q^4I/(2\pi\Delta\rho^2)\) without correction. The apparent \(S/V\) is 0.67, 0.61, 0.56 and 0.59 nm⁻¹ at \(q=2\), 3, 4 and 5 nm⁻¹; the true value is 0.57. At \(q=4\ \mathrm{nm^{-1}}\) the factors combine as

\[
1.054\times0.852+0.097=0.995 .
\]

The agreement there is a cancellation of errors of 5, 15 and 10 %. It says nothing about the interface being sharp. Fitting background and interface width together with the Porod constant does not cure this by itself. Applied to this model between \(q=3\) and \(5\ \mathrm{nm^{-1}}\), such a three-parameter fit follows the curve to better than 1 %, yet returns 0.74 nm⁻¹, about 30 % too high, with a width of 0.17 nm instead of 0.10. The finite-\(q\) excess is absorbed into the other parameters. Between 4 and \(8\ \mathrm{nm^{-1}}\) the error is still 8 %. The finite-\(q\) excess has to be accounted for as well.

**Q.** Films shrink along their normal when cured. Are the pores still isotropic?

**A.** Probably not, and this can be the largest error here. Consider isolated aligned spheroids with semi-axis \(a\) in the film plane and \(c\) along the normal. Stretching coordinates turns each into a sphere, so its amplitude is \(4\pi a^2c\,\Delta\rho(\sin x-x\cos x)/x^3\) with \(x=qs\). Here \(s=a\) for \(\mathbf q\) in the plane and \(s=c\) along the normal. Replacing \(\cos^2x\) by \(\tfrac12\), one spheroid gives an averaged \(q^4|F|^2\) of

\[
8\pi^2\Delta\rho^2\,\frac{a^4c^2}{s^4}.
\]

The two directions differ by \((a/c)^4\). For \(c/a=0.80\), the in-plane value is 0.74 of the isotropic Porod value for the same spheroid, and the value along the normal is 1.80. The average over all directions came out as 1.00, as the derivation requires.

A transmission measurement at normal incidence has \(\mathbf q\) nearly in the film plane. For such pores, an area read from (4) with known contrast would be 26 % too low, however good the \(q^{-4}\) slope looks. With (7) the error is smaller, because the integral measured in the plane is low as well. For one spheroid \(\int q^2|F|^2dq\) varies as \(a^4c^2/s^3\), which for \(s=a\) is \(c/a=0.80\) times the isotropic value, proportional to \(a^2c\). The area from (7) is then \(0.736/0.80=0.92\) of the true one, or 8 % too low. Tilting the film brings in other directions. The substrate must also let the beam through: at a wavelength of 0.154 nm a silicon wafer of full thickness absorbs nearly all of it, so one needs a thinned substrate or a shorter wavelength.

**Q.** How far does your model stand from a real low-k film?

**A.** Porosity near 30 % and pore radii near 1 nm are reasonable rough values for a porous organosilicate. Overlapping spheres are a convenience: (4) does not need them, but (5), (6) and the table do. The sharp interface and isotropy are both doubtful, with the effects just given for the assumed widths and shapes. The flat wall background is a long-wavelength estimate, and short-range order in the wall can change it towards the upper end of the \(q\) range used here. For a 500 nm film, the outer faces have 0.7 % of the pore area. At a wavelength of 0.154 nm the pores scatter about \(8\times10^{-6}\) of the beam, counting \(q\) up to \(40\ \mathrm{nm^{-1}}\), and the atoms of the wall add roughly \(10^{-5}\) at the larger angles, so multiple scattering within the film is negligible. So weak a signal also makes subtraction of the substrate's scattering important.

The area includes closed pores as well as open ones, since X-rays need no path from outside. If moisture fills some pores, there are three phases, and a single \(\Delta\rho\) no longer describes the film.

**Q.** And if the pore wall is rough at every scale I can resolve?

**A.** Then \(S\) has no definite value and (3) fails. Suppose \(P(r)\propto r^{3-D}\) over the resolved range, with surface dimension \(D\) between 2 and 3. The corresponding part of \(r\Gamma\) varies as \(r^{4-D}\). Substituting \(r=u/q\) in (1) gives \(q^{-(5-D)}\) from the integral and another \(1/q\) from the prefactor, so \(I\propto q^{-(6-D)}\). For \(D=2\) this returns \(q^{-4}\). A slope shallower than \(-4\) may therefore indicate roughness, but two other causes have to be ruled out first. A flat background makes the slope shallower, and so does a \(q\) range below the Porod regime: the smooth model film has a local slope of \(-2.7\) at \(1.5\ \mathrm{nm^{-1}}\) and \(-3.7\) at \(2\ \mathrm{nm^{-1}}\). The numerical output below lists the film's values at each \(q\).

## Table of computed values

```
porosity 0.30, mean sphere radius 1.00 nm, relative spread 0.40
wall density 1.40 g/cm3, film 500 nm, wavelength 0.154 nm
electrons per CH3SiO1.5 unit 35, molar mass 67.12 g/mol
wall electron density 439.6 nm^-3
classical electron radius 2.8179e-06 nm
contrast 1.2389e-03 nm^-2 = 1.2389e+11 cm^-2
mean square radius 1.1600 nm^2, mean cube 1.5312 nm^3
sphere number density 0.05561 nm^-3
S/V 0.5674 nm^-1 = 567.4 m2/cm3
Porod constant 5.4723e-06 nm^-5
box: 1501 spheres, edge 30 nm, porosity 0.2984
box S/V from sampled area 0.5619 nm^-1
box S/V from 0.06 nm sticks 0.5584 nm^-1
differing ends at 1.0 nm: box 0.2382, model 0.2402
full/Porod at q=20 nm^-1 1.001947, at 40 1.000487
1/q^2 correction coefficient: transform 0.7787, formula 0.7799 nm^-2
invariant/contrast^2: integral 4.14526, formula 4.14523 (no unit)
S/V from invariant 0.5677 nm^-1
equal spheres, q^4 I over Porod: mean 1.0001, min 0.0000, max 2.0005
spheroid height/width 0.50: direction average/Porod 1.0003
spheroid height/width 0.80: average/Porod 1.0002
  same, q in film plane 0.7360, q along film normal 1.7971
smeared sphere at q R = 6: factor 0.69768, formula 0.69768
interface sigma 0.10 nm; freezing at 700 K, modulus 5.0 GPa
wall fluctuation background 0.0208 cm^-1
outer film faces / pore area 0.0070
fraction of beam scattered by film 7.86e-06
columns: q (nm^-1), full I (cm^-1), Porod I (cm^-1), full/Porod,
  interface factor, background/Porod, apparent S/V (nm^-1)
0.5  41.9276  875.5700  0.0479  0.9975  0.0000  0.0271
1.0  23.9679  54.7231  0.4380  0.9900  0.0004  0.2463
2.0  4.2001  3.4202  1.2280  0.9608  0.0061  0.6730
3.0  0.7717  0.6756  1.1422  0.9139  0.0307  0.6098
4.0  0.2252  0.2138  1.0537  0.8521  0.0972  0.5646
5.0  0.0900  0.0876  1.0278  0.7788  0.2372  0.5888
```
